# Miller–Schwartz–Tromp rate formulas and the free-particle flux-flux function: a numerical check

```python
"""
Result under test: the thermal rate k of a particle on a line obeys
    k Q_r = lim C_fs(t) for t -> infinity = integral_0^infinity C_ff(t) dt,
    C_fs(t) = Tr[exp(-beta H/2) F1 exp(-beta H/2) h2(t)],
    C_ff(t) = Tr[exp(-beta H/2) F1 exp(-beta H/2) F2(t)],
and for a free particle, with a = hbar beta/2, R^2 = t^2 + a^2, d = s2 - s1,
    C_ff = [a/R^3 + 2 m d^2 t^2/(hbar R^5)] exp(-m a d^2/(hbar R^2)) / (4 pi),
    C_fs = (kT/h) (t/R) exp(-m a d^2/(hbar R^2)).
h1, h2: step functions that are 1 to the right of the surfaces s1, s2;
F = (i/hbar)[H, h]: flux operator; Q_r: reactant partition function per length;
beta = 1/kT; m: mass.  Units in the program: eV, angstrom, fs.
The traces are evaluated in the sine basis of a large box, at times before
reflections from its walls return to the dividing surfaces.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

hbar = const.hbar / const.e * 1e15                    # eV fs
mass = 2000 * const.m_e * 1e10 / const.e              # eV fs^2 / angstrom^2
kT = 0.025                                            # eV
beta = 1 / kT
a = hbar * beta / 2                                   # fs
kT_over_h = kT / (2 * np.pi * hbar)                   # 1/fs


def free_ff(t, d):
    R = np.sqrt(t**2 + a**2)
    bracket = a / R**3 + 2 * mass * d**2 * t**2 / (hbar * R**5)
    return bracket * np.exp(-mass * a * d**2 / (hbar * R**2)) / (4 * np.pi)


def free_fs(t, d):
    R = np.sqrt(t**2 + a**2)
    return kT_over_h * t / R * np.exp(-mass * a * d**2 / (hbar * R**2))


# Sine basis of the box -L/2 < x < L/2
L, n_basis = 60.0, 450
n = np.arange(1, n_basis + 1)
wave = n * np.pi / L
kinetic = (hbar * wave)**2 / (2 * mass)


def basis_at(s):
    """Values and slopes of the basis functions at x = s."""
    y = s + L / 2
    norm = np.sqrt(2 / L)
    return norm * np.sin(wave * y), norm * wave * np.cos(wave * y)


def flux_matrix(s):
    """Matrix of (p delta(x-s) + delta(x-s) p)/(2m)."""
    f, df = basis_at(s)
    return -1j * hbar / (2 * mass) * (np.outer(f, df) - np.outer(df, f))


def step_matrix(s):
    """Exact integrals of products of basis functions over x > s."""
    y = (s + L / 2) / L
    minus, plus = n[:, None] - n[None, :], n[:, None] + n[None, :]
    return np.eye(n_basis) - y * np.sinc(minus * y) + y * np.sinc(plus * y)


def trace(t, flux, other, energy, split=0.5):
    """Tr[exp(-(1-split) beta H) flux exp(-split beta H) other(t)]."""
    left = np.exp(-(1 - split) * beta * energy - 1j * energy * t / hbar)
    right = np.exp(-split * beta * energy + 1j * energy * t / hbar)
    return left @ (flux * other.T) @ right


# Test: the flux operator is the commutator (i/hbar)[H, h]
s_test = 0.37
commutator = (1j / hbar * (kinetic[:, None] - kinetic[None, :])
              * step_matrix(s_test))
F_test = flux_matrix(s_test)
assert np.max(abs(commutator - F_test)) < 1e-9 * np.max(abs(F_test))

# Test: free-particle formulas against traces from the definition
free_rows = []
F1 = flux_matrix(0.0)
for d in (0.0, 1.0):
    F2, h2 = flux_matrix(d), step_matrix(d)
    for ratio in (0, 0.5, 1, 2, 4, 7):
        t = ratio * a
        ff = trace(t, F1, F2, kinetic).real
        fs = trace(t, F1, h2, kinetic).real
        assert abs(ff - free_ff(t, d)) < 1e-6 * free_ff(0, 0)
        assert abs(fs - free_fs(t, d)) < 1e-6 * kT_over_h
        free_rows.append((d, t, free_ff(t, d), ff, free_fs(t, d)))

# Test: the area under C_ff is kT/h for every separation of the surfaces
areas = {}
for d in (0.0, 1.0):
    areas[d] = a * quad(lambda z: free_ff(a * z, d), 0, np.inf,
                        epsabs=1e-12, limit=200)[0]
    assert abs(areas[d] / kT_over_h - 1) < 1e-6

# Test: division by Q_r gives the one-way Maxwell flux per unit density
Q_per_length = np.sqrt(mass * kT / (2 * np.pi * hbar**2))
k_free = kT_over_h / Q_per_length
v_th = np.sqrt(kT / mass)
one_way = v_th * quad(lambda z: z * np.exp(-z * z / 2), 0, 12)[0]
one_way /= quad(lambda z: np.exp(-z * z / 2), -12, 12)[0]
assert abs(k_free / one_way - 1) < 1e-8

# Test: distant surfaces give the classical flux of particles that have arrived
d_far, t_far = 10.0, 600.0
z_min = d_far / t_far / v_th
classical = kT_over_h * quad(lambda z: z * np.exp(-z * z / 2), z_min, 12)[0]
assert abs(free_fs(t_far, d_far) / classical - 1) < 2e-3


def peak_time(d):
    guess = d / v_th
    return minimize_scalar(lambda t: -free_ff(t, d) / free_ff(guess, d),
                           bounds=(0.1 * guess, 2 * guess), method="bounded",
                           options={"xatol": 1e-6}).x


def classical_peak(d):
    return d * np.sqrt(beta * mass / 3)


assert abs(peak_time(d_far) / classical_peak(d_far) - 1) < 0.01

# General theorem on a barrier
V0, width = 0.1, 0.3                                  # eV, angstrom


def barrier(x):
    return V0 / np.cosh(x / width)**2


n_grid = 2000
y_grid = np.arange(1, n_grid) * L / n_grid
sines = np.sqrt(2 / n_grid) * np.sin(np.outer(y_grid, wave))
H = np.diag(kinetic) + sines.T @ (barrier(y_grid - L / 2)[:, None] * sines)
energy, U = np.linalg.eigh(H)


def in_eigenbasis(matrix):
    return U.T @ matrix @ U


# Transmission probability by Numerov integration from right to left
nodes, weights = np.polynomial.legendre.leggauss(200)
k_max = np.sqrt(2 * mass * 0.8) / hbar
k = k_max * (nodes + 1) / 2
E = (hbar * k)**2 / (2 * mass)
dx = 0.005
x = 4.0 - dx * np.arange(1601)


def numerov_f(position):
    return dx**2 / 12 * 2 * mass / hbar**2 * (E - barrier(position))


psi_old, psi = np.exp(1j * k * x[0]), np.exp(1j * k * x[1])
for j in range(1, len(x) - 1):
    new = (2 * (1 - 5 * numerov_f(x[j])) * psi
           - (1 + numerov_f(x[j - 1])) * psi_old) / (1 + numerov_f(x[j + 1]))
    psi_old, psi = psi, new
xa, xb = x[-2], x[-1]
incoming = ((psi_old * np.exp(-1j * k * xb) - psi * np.exp(-1j * k * xa))
            / (2j * np.sin(k * (xa - xb))))
transmission = 1 / abs(incoming)**2
dE = hbar**2 * k / mass * weights * k_max / 2
rate_scattering = np.sum(dE * np.exp(-beta * E) * transmission)
rate_scattering /= 2 * np.pi * hbar

# Test: late-time C_fs equals the scattering result for any pair of surfaces
t_late = 400.0
plateaus = []
for s1, s2 in ((0.0, 0.0), (0.0, 0.3), (-0.3, 0.3)):
    Fb, hb = in_eigenbasis(flux_matrix(s1)), in_eigenbasis(step_matrix(s2))
    value = trace(t_late, Fb, hb, energy).real
    plateaus.append((s1, s2, value))
    assert abs(value / rate_scattering - 1) < 5e-3

# Tests with the last, unequal pair of surfaces
F2b = in_eigenbasis(flux_matrix(s2))
f1, df1 = (U.T @ g for g in basis_at(s1))
f2, df2 = (U.T @ g for g in basis_at(s2))
ff_scale = abs(trace(0, Fb, Fb, energy))
for t in (5.0, 20.0, 60.0):
    # C_fs is odd in time
    forward, backward = (trace(q, Fb, hb, energy).real for q in (t, -t))
    assert abs(forward + backward) < 1e-8 * kT_over_h
    # C_ff is the time derivative of C_fs
    step = 0.05
    slope = (trace(t + step, Fb, hb, energy)
             - trace(t - step, Fb, hb, energy)).real / (2 * step)
    ff = trace(t, Fb, F2b, energy).real
    assert abs(slope - ff) < 1e-4 * ff_scale
    # C_ff follows from the complex-time propagator and its derivatives
    phase = np.exp(-(beta / 2 + 1j * t / hbar) * energy)
    K, Kx = np.sum(f2 * phase * f1), np.sum(df2 * phase * f1)
    Ky, Kxy = np.sum(f2 * phase * df1), np.sum(df2 * phase * df1)
    kernel = hbar**2 / (2 * mass**2) * (K.conj() * Kxy - Kx.conj() * Ky).real
    assert abs(kernel - ff) < 1e-8 * ff_scale

# Test: an unequal Boltzmann split changes early times but not the rate
F0, h0 = in_eigenbasis(flux_matrix(0.0)), in_eigenbasis(step_matrix(0.0))
late_split = trace(t_late, F0, h0, energy, split=0.3).real
assert abs(late_split / rate_scattering - 1) < 5e-3
early_equal = trace(10.0, F0, h0, energy).real
early_split = trace(10.0, F0, h0, energy, split=0.3).real
assert abs(early_split / early_equal - 1) > 0.01

# Test: the thermal flux operator has rank two and zero trace
boltz = np.exp(-beta * energy / 2)
thermal_flux = boltz[:, None] * F0 * boltz[None, :]
singular = np.linalg.svd(thermal_flux, compute_uv=False)
assert singular[2] < 1e-10 * singular[0] < singular[1]
assert abs(np.trace(thermal_flux)) < 1e-10 * singular[0]

t99 = brentq(lambda t: free_fs(t, 0) / kT_over_h - 0.99, a, 100 * a)
print(f"mass                              {mass / (const.m_e*1e10/const.e):.0f} m_e")
print(f"mass in program units             {mass:.3f} eV fs^2/A^2")
print(f"kT                                {kT:.3f} eV")
print(f"temperature                       {kT*const.e/const.k:.1f} K")
print(f"hbar                              {hbar:.6f} eV fs")
print(f"a = hbar beta/2                   {a:.4f} fs")
print(f"kT/h                              {kT_over_h:.6e} 1/fs")
print(f"kT/h converted                    {kT_over_h*1e15:.4e} 1/s")
print(f"free C_ff(0), one surface         {free_ff(0, 0):.5e} 1/fs^2")
print("free particle: d (A), t (fs), C_ff formula (1/fs^2),")
print("               C_ff box trace (1/fs^2), C_fs formula (1/fs)")
for d, t, formula, box, side in free_rows:
    print(f"  {d:.1f} {t:8.3f} {formula:.5e} {box:.5e} {side:.5e}")
for d, area in areas.items():
    print(f"area under C_ff, d = {d:.1f} A        {area:.6e} 1/fs")
print(f"time when C_fs is 99% of kT/h     {t99:.2f} fs")
print(f"Q_r per length                    {Q_per_length:.5f} 1/A")
print(f"free rate k = (kT/h)/Q_r          {k_free:.5e} A/fs")
print(f"one-way Maxwell flux/density      {one_way:.5e} A/fs")
print(f"C_ff peak time, d = 1 A           {peak_time(1.0):.2f} fs")
print(f"classical peak time, d = 1 A      {classical_peak(1.0):.2f} fs")
print(f"C_ff peak time, d = 10 A          {peak_time(10.0):.2f} fs")
print(f"classical peak time, d = 10 A     {classical_peak(10.0):.2f} fs")
print(f"barrier height                    {V0:.2f} eV")
print(f"barrier width parameter           {width:.2f} A")
print(f"barrier k Q_r from transmission   {rate_scattering:.5e} 1/fs")
for s1, s2, value in plateaus:
    print(f"C_fs({t_late:.0f} fs), s1={s1:4.1f} s2={s2:3.1f} A   {value:.5e} 1/fs")
print(f"same, s1=s2=0, split 0.7/0.3      {late_split:.5e} 1/fs")
print(f"C_fs(10 fs), equal split          {early_equal:.5e} 1/fs")
print(f"C_fs(10 fs), split 0.7/0.3 (real) {early_split:.5e} 1/fs")
classical_rate = kT_over_h * np.exp(-beta * V0)
print(f"classical (kT/h) exp(-V0/kT)      {classical_rate:.5e} 1/fs")
print(f"quantum/classical rate ratio      {rate_scattering/classical_rate:.4f}")
print("no test failed")
```

Running it gives:

```
mass                              2000 m_e
mass in program units             113.713 eV fs^2/A^2
kT                                0.025 eV
temperature                       290.1 K
hbar                              0.658212 eV fs
a = hbar beta/2                   13.1642 fs
kT/h                              6.044973e-03 1/fs
kT/h converted                    6.0450e+12 1/s
free C_ff(0), one surface         4.59197e-04 1/fs^2
free particle: d (A), t (fs), C_ff formula (1/fs^2),
               C_ff box trace (1/fs^2), C_fs formula (1/fs)
  0.0    0.000 4.59197e-04 4.59197e-04 0.00000e+00
  0.0    6.582 3.28574e-04 3.28574e-04 2.70339e-03
  0.0   13.164 1.62350e-04 1.62350e-04 4.27444e-03
  0.0   26.328 4.10718e-05 4.10718e-05 5.40679e-03
  0.0   52.657 6.55127e-06 6.55127e-06 5.86449e-03
  0.0   92.150 1.29880e-06 1.29880e-06 5.98422e-03
  1.0    0.000 9.17422e-10 9.17423e-10 0.00000e+00
  1.0    6.582 5.66143e-08 5.66143e-08 7.45360e-08
  1.0   13.164 3.24100e-06 3.24100e-06 6.04178e-06
  1.0   26.328 6.54682e-05 6.54682e-05 3.91790e-04
  1.0   52.657 7.78121e-05 7.78121e-05 2.71000e-03
  1.0   92.150 2.66945e-05 2.66945e-05 4.60277e-03
area under C_ff, d = 0.0 A        6.044973e-03 1/fs
area under C_ff, d = 1.0 A        6.044973e-03 1/fs
time when C_fs is 99% of kT/h     92.39 fs
Q_r per length                    1.02192 1/A
free rate k = (kT/h)/Q_r          5.91529e-03 A/fs
one-way Maxwell flux/density      5.91529e-03 A/fs
C_ff peak time, d = 1 A           38.30 fs
classical peak time, d = 1 A      38.94 fs
C_ff peak time, d = 10 A          389.31 fs
classical peak time, d = 10 A     389.38 fs
barrier height                    0.10 eV
barrier width parameter           0.30 A
barrier k Q_r from transmission   2.05468e-04 1/fs
C_fs(400 fs), s1= 0.0 s2=0.0 A   2.05451e-04 1/fs
C_fs(400 fs), s1= 0.0 s2=0.3 A   2.05451e-04 1/fs
C_fs(400 fs), s1=-0.3 s2=0.3 A   2.05448e-04 1/fs
same, s1=s2=0, split 0.7/0.3      2.05451e-04 1/fs
C_fs(10 fs), equal split          1.47708e-04 1/fs
C_fs(10 fs), split 0.7/0.3 (real) 1.63509e-04 1/fs
classical (kT/h) exp(-V0/kT)      1.10718e-04 1/fs
quantum/classical rate ratio      1.8558
no test failed
```
